**Random light paths and absorption in a silicon slab**

In the weak-absorption limit, a randomized slab with a perfect rear mirror absorbs the fraction $4n^2\alpha d$ of isotropic incident light, where $n$ is the refractive index, $\alpha$ the power absorption coefficient and $d$ the thickness. The program counts modes in periodic boxes and asserts that the counted density and the resulting flux ratio $n^2$ agree with the formulas within 1%. It traces random rays and asserts that their mean paths agree with the predictions within 1.5%, for coated and bare fronts and for isotropic and normal incidence. For finite absorption it asserts that a bounce sum matches the simulated absorptance within 0.003, and that the uniform balance $x/(1+x)$, with $x=4n^2\alpha d$, stays within 0.03 of that sum over the sampled depths. The analytic first correction to the balance is not asserted separately. With rough inputs for silicon at 1100 nm, the output gives ray-sum thicknesses of 61 µm for 50% absorption and 577 µm for 90%, against 1980 µm and 6579 µm for one pass. The gain over one pass falls from 44.8 at 5 µm to 5.5 at 500 µm.

## Numerical check

```python
"""
Result under test: a direction-randomized, weakly absorbing slab with a perfect
rear mirror absorbs the fraction 4 n^2 alpha d of isotropic incident light.
n: refractive index, alpha: power absorption coefficient, d: thickness,
a = alpha d: optical depth of one straight pass, x = 4 n^2 a,
mu: cosine of the ray angle from the slab normal.
Also tested: the finite-absorption estimate A = x/(1+x) against a ray model
with normal incidence, a Lambertian rear mirror and a flat coated front.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)

# Rough measured inputs for silicon at room temperature
wavelength_um = 1.1
n = 3.5
alpha_cm = 3.5
alpha_um = alpha_cm * 1e-4
enhancement = 4 * n**2
mu_c = np.sqrt(1 - 1 / n**2)

# ---- Mode counting in periodic boxes, units with c = 1 and omega0 = 1 ----
m = np.arange(-86, 87)
m_squared = (m[:, None, None]**2 + m[None, :, None]**2
             + m[None, None, :]**2)


def counted_modes(k_low, k_high, box):
    """Two polarizations per lattice wavevector, per unit volume."""
    low, high = (k * box / (2 * np.pi) for k in (k_low, k_high))
    assert high < 86
    inside = (m_squared >= low**2) & (m_squared < high**2)
    return 2 * np.count_nonzero(inside) / box**3


def k_medium(omega):
    """Wavenumber in a dispersive model medium with index n at omega = 1."""
    return omega * n * (0.9 + 0.1 * omega**2)


w_low, w_high = 0.97, 1.03
modes_medium = counted_modes(k_medium(w_low), k_medium(w_high),
                             2 * np.pi * 80 / n)
modes_vacuum = counted_modes(w_low, w_high, 2 * np.pi * 79.3)
step = 1e-4
group_speed = 2 * step / (k_medium(1 + step) - k_medium(1 - step))
group_index = n + n * 0.2  # n + omega dn/domega at omega = 1
density_formula = n**2 * group_index / np.pi**2
density_counted = modes_medium / (w_high - w_low)
mode_ratio = modes_medium / modes_vacuum
flux_ratio = mode_ratio * group_speed
assert abs(density_counted / density_formula - 1) < 0.01
assert abs(flux_ratio / n**2 - 1) < 0.01

# Isotropic radiation: one-sided flux divided by (speed * energy density)
flux_factor = quad(lambda t: np.cos(t) * 2 * np.pi * np.sin(t)
                   / (4 * np.pi), 0, np.pi / 2)[0]
assert abs(flux_factor - 0.25) < 1e-10


# ---- Front surface ----
def reflectance(index_from, index_to, cos_from):
    """Unpolarized Fresnel reflectance, equal to 1 in total reflection."""
    sin2_to = (index_from / index_to)**2 * (1 - cos_from**2)
    cos_to = np.sqrt(np.maximum(0.0, 1 - sin2_to))
    r_s = ((index_from * cos_from - index_to * cos_to)
           / (index_from * cos_from + index_to * cos_to))
    r_p = ((index_to * cos_from - index_from * cos_to)
           / (index_to * cos_from + index_from * cos_to))
    return 0.5 * (r_s**2 + r_p**2)


t_average = quad(lambda u: 2 * u * (1 - reflectance(1, n, u)), 0, 1)[0]
t_escape = quad(lambda u: 2 * u * (1 - reflectance(n, 1, u)), mu_c, 1)[0]
t_normal = 1 - reflectance(1, n, 1.0)
assert abs(t_escape * n**2 / t_average - 1) < 1e-4


# ---- Random ray simulation ----
def trace_paths(count, isotropic, bare):
    """Path in units of d for each incident ray; zero if not admitted."""
    sin2_out = rng.random(count) if isotropic else np.zeros(count)
    mu_first = np.sqrt(1 - sin2_out / n**2)
    path = np.zeros(count)
    if bare:
        r_in = reflectance(1, n, np.sqrt(1 - sin2_out))
        alive = np.nonzero(rng.random(count) >= r_in)[0]
    else:
        alive = np.arange(count)
    path[alive] = 1 / mu_first[alive]
    while alive.size:
        mu = np.sqrt(1 - rng.random(alive.size))  # Lambertian rear mirror
        path[alive] += 1 / mu
        if bare:
            r_front = reflectance(n, 1, mu)
        else:
            r_front = (mu < mu_c).astype(float)
        returned = rng.random(alive.size) < r_front
        alive = alive[returned]
        path[alive] += 1 / mu[returned]
    return path


rays = 300000
path_iso_coated = trace_paths(rays, True, False)
path_iso_bare = trace_paths(rays, True, True)
path_normal_coated = trace_paths(rays, False, False)
path_normal_bare = trace_paths(rays, False, True)
collimated_bare = enhancement * t_normal / t_average
# Tolerance covers sampling noise of the broad path distribution
for paths, expected in ((path_iso_coated, enhancement),
                        (path_iso_bare, enhancement),
                        (path_normal_coated, enhancement),
                        (path_normal_bare, collimated_bare)):
    assert abs(paths.mean() / expected - 1) < 0.015

# Flat slab without randomization: one refracted round trip
flat_path = quad(lambda s: 2 / np.sqrt(1 - s / n**2), 0, 1)[0]
assert abs(flat_path - enhancement * (1 - mu_c)) < 1e-8


# ---- Finite absorption ----
def balance_absorptance(a):
    x = enhancement * a
    return x / (1 + x)


def ray_absorptance(a):
    escaped = quad(lambda u: 2 * u * np.exp(-a / u), mu_c, 1)[0]
    returned = quad(lambda u: 2 * u * np.exp(-2 * a / u), 0, mu_c,
                    epsabs=1e-12, limit=200)[0]
    return 1 - np.exp(-a) * escaped / (1 - returned)


assert abs(ray_absorptance(1e-5) / (enhancement * 1e-5) - 1) < 0.005
for a in (0.002, 0.02, 0.07, 0.2, 0.6):
    simulated = np.mean(1 - np.exp(-a * path_normal_coated))
    assert abs(simulated - ray_absorptance(a)) < 0.003
depths = np.geomspace(1e-4, 3, 120)
largest_gap = max(abs(balance_absorptance(a) - ray_absorptance(a))
                  for a in depths)
assert largest_gap < 0.03


def ray_thickness(target, alpha):
    """Thickness in um, alpha in 1/um."""
    return brentq(lambda d: ray_absorptance(alpha * d) - target,
                  1e-3 / alpha, 3 / alpha)


photon_ev = constants.h * constants.c / (wavelength_um * 1e-6) / constants.e
print(f"wavelength: {wavelength_um * 1000:.0f} nm")
print(f"photon energy: {photon_ev:.3f} eV")
print(f"index n (rough input): {n:.1f}")
print(f"alpha (rough input): {alpha_cm:.1f} cm^-1")
print(f"single-pass depth 1/alpha: {1 / alpha_um:.0f} um")
print(f"wavelength in slab: {wavelength_um / n:.3f} um")
print(f"n^2: {n**2:.2f}")
print(f"4n^2: {enhancement:.1f}")
print(f"test medium group index: {group_index:.2f}")
print(f"counted mode-density ratio: {mode_ratio:.2f}")
print(f"formula n^2 n_g: {n**2 * group_index:.2f}")
print(f"counted ratio times v_g/c: {flux_ratio:.2f}")
print(f"simulated rays per case: {rays}")
print(f"mean path, isotropic coated: {path_iso_coated.mean():.1f} d")
print(f"mean path, isotropic bare: {path_iso_bare.mean():.1f} d")
print(f"mean path, normal coated: {path_normal_coated.mean():.1f} d")
print(f"mean path, normal bare: {path_normal_bare.mean():.1f} d")
print(f"formula, normal bare: {collimated_bare:.1f} d")
print(f"bare T at normal incidence: {t_normal:.3f}")
print(f"bare T, isotropic average: {t_average:.3f}")
print(f"bare T from inside, average: {t_escape:.4f}")
print(f"flat slab mean path: {flat_path:.3f} d")
print(f"largest gap, balance vs rays: {largest_gap:.3f}")

for target in (0.5, 0.9):
    d_single = brentq(lambda d: 1 - np.exp(-alpha_um * d) - target,
                      1, 10 / alpha_um)
    d_balance = target / (1 - target) / (enhancement * alpha_um)
    d_ray = ray_thickness(target, alpha_um)
    assert abs(balance_absorptance(alpha_um * d_balance) - target) < 1e-12
    assert abs(d_balance / d_ray - 1) < 0.2
    label = f"A={target:.1f}"
    print(f"{label} single-pass thickness: {d_single:.0f} um")
    print(f"{label} balance thickness: {d_balance:.0f} um")
    print(f"{label} ray-sum thickness: {d_ray:.0f} um")
    print(f"{label} single pass / ray sum: {d_single / d_ray:.1f}")
    for factor in (0.5, 2.0):
        d_changed = ray_thickness(target, factor * alpha_um)
        print(f"{label} ray sum, alpha x {factor:.1f}: {d_changed:.0f} um")

gains = []
for d in (5.0, 50.0, 200.0, 500.0):
    a = alpha_um * d
    single = 1 - np.exp(-a)
    trapped = ray_absorptance(a)
    gains.append(trapped / single)
    print(f"d={d:.0f} um: single {single:.4f}, trapped {trapped:.3f}, "
          f"gain {gains[-1]:.1f}")
assert all(g1 > g2 for g1, g2 in zip(gains, gains[1:]))
assert gains[0] < enhancement

print("success")
```

Running it gives:

```
wavelength: 1100 nm
photon energy: 1.127 eV
index n (rough input): 3.5
alpha (rough input): 3.5 cm^-1
single-pass depth 1/alpha: 2857 um
wavelength in slab: 0.314 um
n^2: 12.25
4n^2: 49.0
test medium group index: 4.20
counted mode-density ratio: 51.32
formula n^2 n_g: 51.45
counted ratio times v_g/c: 12.22
simulated rays per case: 300000
mean path, isotropic coated: 48.9 d
mean path, isotropic bare: 49.0 d
mean path, normal coated: 49.0 d
mean path, normal bare: 50.4 d
formula, normal bare: 50.1 d
bare T at normal incidence: 0.691
bare T, isotropic average: 0.676
bare T from inside, average: 0.0552
flat slab mean path: 2.043 d
largest gap, balance vs rays: 0.016
A=0.5 single-pass thickness: 1980 um
A=0.5 balance thickness: 58 um
A=0.5 ray-sum thickness: 61 um
A=0.5 single pass / ray sum: 32.3
A=0.5 ray sum, alpha x 0.5: 122 um
A=0.5 ray sum, alpha x 2.0: 31 um
A=0.9 single-pass thickness: 6579 um
A=0.9 balance thickness: 525 um
A=0.9 ray-sum thickness: 577 um
A=0.9 single pass / ray sum: 11.4
A=0.9 ray sum, alpha x 0.5: 1155 um
A=0.9 ray sum, alpha x 2.0: 289 um
d=5 um: single 0.0017, trapped 0.078, gain 44.8
d=50 um: single 0.0173, trapped 0.451, gain 26.0
d=200 um: single 0.0676, trapped 0.758, gain 11.2
d=500 um: single 0.1605, trapped 0.886, gain 5.5
success
```
